\section*{Silicon displacement by a gamma ray through a Compton electron}

\section*{The problem}

A silicon device is irradiated with gamma rays of energy $k=1.33$ MeV, the higher of the two main lines of a cobalt-60 source. The question is whether such a photon can remove a silicon atom from its lattice site by way of an electron: the photon first strikes an electron, and the electron then strikes an atom.

Take each struck particle to be free and at rest, and each collision to be elastic. Set $c=1$, so that masses and momenta are expressed in energy units. The electron mass is $m=0.5110$ MeV. The mean atomic mass of silicon is $28.085$ u, or $M=26161.0$ MeV. The symbol $E$ denotes the kinetic energy of the electron and $T$ that of the recoiling atom. An atom is taken to be displaced if $T$ exceeds a threshold $T_d$. For silicon use the rough value $T_d=15$ eV, and $30$ eV as a higher value for comparison.

\section*{Part (a): one law for both collisions}

\textit{A projectile of mass $\mu$, momentum $p$ and total energy $W=\sqrt{p^2+\mu^2}$ strikes a target of mass $M_t$ at rest. Find the kinetic energy $T$ given to the target as a function of the scattering angle $\theta^*$ in the centre-of-mass frame, and find its largest value.}

\textbf{Answer.} The total energy is $W+M_t$ and the total momentum is $p$. The square of the energy in the centre-of-mass frame is therefore
\begin{equation}
s=(W+M_t)^2-p^2=\mu^2+M_t^2+2M_tW,
\end{equation}
where $W^2-p^2=\mu^2$ has been used. This frame moves at speed $\beta=p/(W+M_t)$, with $\gamma=(W+M_t)/\sqrt{s}$. Seen from it, the target approaches with momentum
\begin{equation}
p^*=\gamma\beta M_t=\frac{pM_t}{\sqrt{s}} .
\end{equation}
The projectile has the opposite momentum. The sum of the two energies grows with $p^*$, so energy conservation leaves $p^*$ unchanged, and the collision merely turns the momenta through $\theta^*$. The target's energy in this frame does not change, while its momentum changes by a vector of squared length
\begin{equation}
2p^{*2}(1-\cos\theta^*)=4p^{*2}\sin^2\frac{\theta^*}{2}.
\end{equation}

The combination (momentum change)$^2-$(energy change)$^2$ has the same value in every inertial frame. In the laboratory the target's energy changes by $T$, and its final momentum $P$ obeys $P^2=(M_t+T)^2-M_t^2=T^2+2M_tT$. The combination is then $P^2-T^2=2M_tT$. Equating the two values gives
\begin{equation}
T=T_{\max}\sin^2\frac{\theta^*}{2},\qquad
T_{\max}=\frac{2p^{*2}}{M_t}=\frac{2M_tp^2}{\mu^2+M_t^2+2M_tW}.
\label{law}
\end{equation}
The largest transfer occurs at $\theta^*=180^\circ$, a head-on collision. The result holds for a massless projectile as well as a massive one.

\section*{Part (b): the photon strikes an electron}

\textit{Find the electron energy as a function of the photon scattering angle $\phi$ in the laboratory. Show that it is largest for backscattering, and evaluate the largest value.}

\textbf{Answer.} Let $k'$ be the energy of the scattered photon. The electron's final total energy is $m+k-k'$. Its momentum is the vector difference of the photon momenta, with square $k^2+k'^2-2kk'\cos\phi$. The relation between energy and momentum for the electron reads
\begin{equation}
(m+k-k')^2=m^2+k^2+k'^2-2kk'\cos\phi .
\end{equation}
The left side expands to $m^2+2m(k-k')+k^2+k'^2-2kk'$. After cancellation of the common terms,
\begin{equation}
m(k-k')=kk'(1-\cos\phi),\qquad
k'=\frac{mk}{m+k(1-\cos\phi)} .
\end{equation}
The electron's kinetic energy is the energy lost by the photon:
\begin{equation}
E(\phi)=k-k'=\frac{k^2(1-\cos\phi)}{m+k(1-\cos\phi)} .
\label{compton}
\end{equation}
Write $x=1-\cos\phi$. Then $dE/dx=k^2m/(m+kx)^2>0$, so $E$ rises with $\phi$ up to $\phi=180^\circ$, where $x=2$:
\begin{equation}
E=\frac{2k^2}{m+2k}=\frac{2(1.33)^2}{0.5110+2.66}\ \text{MeV}=1.1157\ \text{MeV}.
\label{edge}
\end{equation}
Equation (\ref{law}) gives the same formula when $\mu=0$, $p=W=k$ and $M_t=m$.

The photon keeps $k'=0.2143$ MeV. It cannot give up everything to a free electron at rest, because momentum must also balance. For $k\ll m$ the largest electron energy is approximately $2k^2/m$, a small fraction of $k$. For $k\gg m$ it approaches $k-m/2$. The present photon lies between these limits but nearer the second, and the electron takes most of its energy.

\section*{Part (c): the electron strikes a silicon atom}

\textit{Find the largest recoil energy this electron can give to a silicon atom. Compare the result with that of non-relativistic mechanics.}

\textbf{Answer.} The projectile is now the electron, with $\mu=m$ and $W=E+m$, so that
\begin{equation}
p^2=(E+m)^2-m^2=E(E+2m).
\end{equation}
The denominator in (\ref{law}) becomes $m^2+M^2+2M(E+m)=(M+m)^2+2ME$. Hence
\begin{equation}
T_{\max}=\frac{2ME(E+2m)}{(M+m)^2+2ME}
\simeq\frac{2E(E+2m)}{M}.
\label{recoil}
\end{equation}
The last form replaces the denominator by $M^2$. The exact denominator is $M^2[1+2(E+m)/M+m^2/M^2]$, so the approximation is too large by a relative amount of about $2(E+m)/M$. Here that is $1.24\times10^{-4}$ of the exact value. Numerically,
\begin{equation}
T_{\max}\simeq\frac{2(1.1157)(2.1377)}{26161}\ \text{MeV}
=1.823\times10^{-4}\ \text{MeV}=182.3\ \text{eV}.
\end{equation}
This is also the largest recoil for the whole two-step route with free particles initially at rest. In the exact form of (\ref{recoil}), both $E/[(M+m)^2+2ME]$ and $E+2m$ increase with $E$, so the most energetic Compton electron gives the largest recoil.

The approximate formula has a direct reading. A light electron rebounding from a heavy atom reverses its momentum and delivers nearly $2p$. The atom moves slowly, so its energy is $(2p)^2/2M=2p^2/M$.

Non-relativistic mechanics gives
\begin{equation}
T_{\rm nr}=\frac{4mM}{(M+m)^2}E=87.2\ \text{eV},
\end{equation}
less than half the correct value. The fault lies in the electron's momentum. The correct relation is
\begin{equation}
p^2=E(E+2m)=2mE\left(1+\frac{E}{2m}\right),
\end{equation}
and the bracket, absent from the non-relativistic expression, equals $2.092$. For $E\ll m$ it tends to one and the recoil to $4mE/M$. For $m\ll E\ll M$ the recoil tends to $2E^2/M$, so doubling the electron energy then quadruples the recoil.

\section*{Part (d): a quoted value}

\textit{Suppose the largest recoil for this problem is quoted as 184 eV, from an electron of 1.12 MeV. Is this consistent with part (c)?}

\textbf{Answer.} It is, within the rounding of the inputs. One way to reach it is the following. Using $E=1.12$ MeV in place of $1.1157$ MeV, with the mean atomic mass retained, raises the recoil from $182.3$ to $183.4$ eV. Replacing the mass by $28$ u as well gives
\begin{equation}
T_{\max}\simeq184.0\ \text{eV}.
\end{equation}
The statement ``about 184 eV'' is thus correct to about one per cent, while the stated photon energy and the mean atomic mass give 182 eV. Choosing the isotope silicon-28, of mass $27.977$ u, without rounding $E$ gives $183.0$ eV. At $k=1.33$ MeV the choice of isotope therefore does not account for the whole difference. The rounding of the photon energy matters too: with $1.3325$ MeV for the cobalt line, the electron receives up to $1.118$ MeV and silicon-28 up to $183.6$ eV, which also round to 1.12 MeV and 184 eV. The quoted values alone do not show which inputs were used.

\section*{Part (e): is the atom displaced?}

\textit{Decide whether displacement is possible for each threshold. Then find (i) how nearly head-on the electron collision must be, (ii) the least electron energy that can displace an atom, (iii) the least photon energy for this route, and (iv) the least photon scattering angle at $k=1.33$ MeV.}

\textbf{Answer.} The largest recoil is $12.2$ times the 15 eV threshold and $6.1$ times the 30 eV threshold. Energy and momentum conservation therefore permit displacement in both cases.

(i) An exactly head-on collision is not required. Setting $T=T_d$ in (\ref{law}) gives the least centre-of-mass angle,
\begin{equation}
\theta_d=2\arcsin\sqrt{\frac{T_d}{T_{\max}}} .
\end{equation}
For $T_d=15$ eV this is $2\arcsin\sqrt{15/182.3}=33.3^\circ$, and for 30 eV it is $47.9^\circ$. Every larger angle gives a recoil above threshold. These angles apply to an electron that has the full energy (\ref{edge}).

(ii) The least useful electron needs a head-on collision. Setting the approximate recoil in (\ref{recoil}) equal to $T_d$ gives $E^2+2mE=MT_d/2$. Adding $m^2$ to both sides completes the square:
\begin{equation}
(E+m)^2=m^2+\frac{MT_d}{2},\qquad
E_{\min}=\sqrt{m^2+\frac{MT_d}{2}}-m .
\end{equation}
The positive root is taken because $E+m$ is positive. For $T_d=15$ eV,
\begin{equation}
E_{\min}=\sqrt{0.2611+0.1962}-0.5110=0.165\ \text{MeV}.
\end{equation}
For 30 eV it is $0.297$ MeV. Doubling the threshold multiplies the least electron energy by only about 1.8, since the relation between $E$ and $T_{\max}$ is not linear.

(iii) The least energetic photon must be backscattered to supply $E_{\min}$. From (\ref{edge}), $E_{\min}(m+2k)=2k^2$, or $2k^2-2E_{\min}k-mE_{\min}=0$. The positive root is
\begin{equation}
k_{\min}=\frac{E_{\min}+\sqrt{E_{\min}^2+2mE_{\min}}}{2}.
\end{equation}
This gives $0.304$ MeV and $0.462$ MeV for the two thresholds. The photon of the question lies well above both.

(iv) At fixed $k$, put $E(\phi)=E_{\min}$ in (\ref{compton}) and collect the terms in $1-\cos\phi$:
\begin{equation}
1-\cos\phi_{\min}=\frac{mE_{\min}}{k(k-E_{\min})}.
\end{equation}
For 15 eV the right side is $0.5110\times0.165/(1.33\times1.165)=0.054$, so $\phi_{\min}=19.0^\circ$. For 30 eV the angle is $27.2^\circ$.

The conditions in (i) and (iv) must not be combined as if they were independent. At $\phi_{\min}$ the electron has just enough energy and must strike the atom head-on. The wider range of electron angles in (i) belongs to a backscattered photon.

\section*{Part (f): the direct route}

\textit{Is the electron needed because a photon has too little momentum to displace a silicon atom by itself?}

\textbf{Answer.} No. Let the photon scatter elastically, with the atom recoiling as a whole; at these momentum transfers the scatterer is in practice the nucleus. Equation (\ref{law}), with $\mu=0$, $p=W=k$ and $M_t=M$, gives
\begin{equation}
T_{\max}^{\rm direct}=\frac{2k^2}{M+2k}=135.2\ \text{eV},
\end{equation}
which exceeds both thresholds. The conservation laws leave the direct route open. How often each route is followed depends on cross sections, which are not calculated here. The word ``indirect'' describes the sequence of collisions and does not mean that the direct one is forbidden.

\section*{Part (g): how safe is the conclusion?}

\textit{Estimate the effect on the 182 eV recoil of the atom's thermal motion at 300 K, the motion of the struck electron, and the energy the electron loses before it meets the atom. For the last, assume a rough stopping power of $0.35$ eV/nm and a path of 10 000 nm.}

\textbf{Answer.} \textit{Thermal motion.} Let the atom have momentum $p_i$ along the direction of the blow, which adds $q=\sqrt{2MT_{\max}}$. Because the atom is so heavy compared with the electron's total energy, its motion changes $q$ by only about $2(E+m)/M\approx10^{-4}$ of $p_i$, which is neglected. For a light target this change would not be small, however slow the target. The final energy is
\begin{equation}
\frac{(q+p_i)^2}{2M}=T_{\max}+\frac{qp_i}{M}+\frac{p_i^2}{2M}.
\end{equation}
Classically, the mean energy of motion in one direction is $p_i^2/2M=k_BT_L/2$, where $T_L$ is the lattice temperature. At 300 K this is $0.0129$ eV. The cross term is much larger:
\begin{equation}
\frac{qp_i}{M}=2\sqrt{T_{\max}\frac{k_BT_L}{2}}
=2\sqrt{182.3\times0.0129}\ \text{eV}\simeq3.07\ \text{eV}.
\end{equation}
An energy of about a hundredth of an electronvolt thus changes the recoil by about 3 eV, because momenta add before they are squared. Motion against the blow reverses the sign of this term. A relativistic calculation of the head-on collision with the moving atom gives a shift of $3.08$ eV. The estimate is classical and omits zero-point motion; a Debye model with a Debye temperature of 645 K raises the mean kinetic energy at 300 K by about a fifth and the shift to about 3.4 eV.

\textit{Motion of the struck electron.} Suppose the electron initially moves along the photon's direction with momentum $p_e$ and energy $W_e=\sqrt{m^2+p_e^2}$. For a backscattered photon its final momentum is $p_e+k+k'$, so
\begin{equation}
(W_e+k-k')^2-(p_e+k+k')^2=m^2 .
\end{equation}
Expanding, using $W_e^2-p_e^2=m^2$ and $(k-k')^2-(k+k')^2=-4kk'$, and dividing by two gives
\begin{equation}
W_e(k-k')-p_e(k+k')-2kk'=0,\qquad
k'=\frac{k(W_e-p_e)}{W_e+p_e+2k}.
\end{equation}
The electron's final kinetic energy is $W_e-m+k-k'$. A momentum scale for a valence electron is $\alpha m$, where $\alpha$ is the fine-structure constant. This raises $E$ to $1.1175$ MeV and the recoil by $0.45$ eV. For a K electron the hydrogen-like scale is $14\alpha m$, which gives $E=1.1424$ MeV and a recoil larger by $6.7$ eV. Motion against the photon lowers the recoil instead, by about 6 eV for the K electron. Both estimates ignore the binding potential and count the electron's initial kinetic energy as a gain; taking $E=k-k'$ minus the K binding energy of 1.84 keV changes the two K shifts to about $+5.6$ and $-7.1$ eV. The scale $14\alpha m$ is the size of the whole momentum; a typical component along one axis is smaller by $\sqrt{3}$ and gives shifts of 3 to 4 eV. They show the size of the spread about the free-electron limit, which is therefore not a perfectly sharp edge in a solid.

\textit{Energy loss.} Differentiating $2(E^2+2mE)/M$ gives
\begin{equation}
\frac{dT_{\max}}{dE}=\frac{4(E+m)}{M}=0.249\ \text{eV per keV}.
\end{equation}
The assumed path costs the electron $0.35\times10\,000$ eV $=3.5$ keV, and the largest recoil falls by $0.87$ eV.

The magnitudes of these shifts, together with the change from mean silicon to silicon-28, sum to $11.8$ eV. Even if all were subtracted, about 170 eV would remain. The heavier natural isotopes lower the recoil further: silicon-29 receives at most 176.7 eV and silicon-30 at most 170.8 eV, and subtracting the other four shifts from the latter leaves about 160 eV, still far above the 30 eV threshold. The sum is an estimate for the chosen conditions, not a bound: the assumed path is short. In bulk silicon this electron travels a few millimetres, on average, before a displacing collision, which is comparable with its range; after 1 mm at the same stopping power it has lost 0.35 MeV and the largest recoil is about 104 eV.

There is also a process outside the Compton limit. In photoelectric absorption the atom takes up momentum and the photon disappears, so an electron can leave with nearly the full photon energy. With its binding energy neglected, such an electron could give silicon a recoil of $239$ eV, and the absorbing atom itself could recoil with up to about 183 eV. Pair production on a nucleus is also open, since $k>2m$, and allows a recoil of up to about 91 eV. The value of 182 eV is therefore the limit for the idealized Compton route, not for every process started by the photon.

\section*{Part (h): the irradiated device}

\textit{What does the result say about silicon in a real gamma-ray test?}

\textbf{Answer.} It says that displacements are energetically possible; it does not give their number. In a device the photons scatter in the source, the package and the silicon, and Compton electrons appear with all energies from zero up to about the limit (\ref{edge}). The value of 182 eV applies only to electrons at that limit, and slower electrons give smaller largest recoils. For electrons near $0.165$ MeV the largest recoil has already fallen from 182 eV to 15 eV. The threshold is itself a simplification, since the energy needed depends on the direction in which the atom is driven; the values 15 and 30 eV are rough, and some directions may need more than 30 eV. Nor does a displacement guarantee lasting damage, because the atom may return to a vacant site, at once or during annealing. A prediction of the damage would need the electron spectrum, the collision cross sections and the fraction of defects that survive. The main numerical results are collected in the check's output.

\section*{Computed values}
\begin{verbatim}
photon energy k                         1.33 MeV
electron mass m                         0.5110 MeV
silicon mean atomic mass                28.085 u
silicon atomic mass M                   26161.0 MeV
backscattered photon energy             0.2143 MeV
largest Compton electron energy E       1.1157 MeV
electron momentum p                     1.5443 MeV
E + 2m                                  2.1377 MeV
largest recoil, exact                   182.31 eV
largest recoil, heavy-target formula    182.33 eV
relative error of heavy-target formula  1.24e-04
recoil with E = 1.12 MeV, mean mass     183.41 eV
recoil with E = 1.12 MeV, mass 28 u     183.96 eV
non-relativistic recoil                 87.17 eV
relativistic factor 1 + E/2m            2.092
direct photon recoil, largest           135.2 eV
assumed rough threshold Td              15 eV
  largest recoil / Td                   12.2
  least electron energy                 0.165 MeV
  least photon energy, Compton route    0.304 MeV
  least photon angle at 1.33 MeV        19.0 deg
  least c.m. electron angle at full E   33.3 deg
assumed rough threshold Td              30 eV
  largest recoil / Td                   6.1
  least electron energy                 0.297 MeV
  least photon energy, Compton route    0.462 MeV
  least photon angle at 1.33 MeV        27.2 deg
  least c.m. electron angle at full E   47.9 deg
temperature                             300 K
thermal shift of recoil, formula        3.07 eV
thermal shift of recoil, boosts         3.08 eV
E, moving valence electron              1.1175 MeV
recoil change, valence electron         0.45 eV
E, moving K electron                    1.1424 MeV
recoil change, K electron               6.70 eV
recoil change per keV of electron       0.249 eV/keV
assumed rough stopping power            0.35 eV/nm
path before nuclear collision           10000 nm
electron energy lost on path            3.50 keV
recoil change from this loss            -0.87 eV
recoil for silicon-28 (27.977 u)        183.01 eV
recoil from photoelectron, no binding   239.1 eV
sum of sizes of the five small shifts   11.8 eV
\end{verbatim}
